**Short-range Coulomb kernel: transform and zero-wavevector term**

The program tests the result that erfc(wr)/r has the Fourier transform F(q) = (4π/q²)(1 − exp(−q²/4w²)), with F(0) = π/w². Here w is the screening parameter, q the wavevector length, L the side of a periodic cube, and J the interaction of a Gaussian density with itself, all in Hartree atomic units. It asserts that the formula agrees with two-dimensional quadrature of the definition in 21 cases, where the largest relative deviation is 2.6 × 10⁻¹⁴. Further assertions cover the Gaussian cosine integral, the second moment of the kernel, the curvature at q = 0, the damped long-range transform and the isolated values of J. For periodic cubes it asserts that the reciprocal-space sum equals the isolated J plus a real-space sum over images. For w = 0.11 bohr⁻¹ the output gives F(0) = 259.636 hartree bohr³. At L = 40 bohr the error in J is about 2 × 10⁻¹⁰ hartree with the zero-wavevector term and −0.0041 hartree without it. The bare kernel with that term dropped has an error of −0.071 hartree in the same box, and L times this error settles towards a constant as L grows.

## Program and output

```python
"""
Result under test: the short-range Coulomb kernel erfc(w r)/r has the
three-dimensional Fourier transform
    F(q) = (4 pi / q^2) (1 - exp(-q^2 / (4 w^2))),   F(0) = pi / w^2,
with F(q) = integral d^3r exp(-i q.r) erfc(w r)/r.

Symbols (Hartree atomic units):
    w      screening parameter, 1/bohr
    q      wavevector length, 1/bohr
    alpha  exponent of the density (alpha/pi)^(3/2) exp(-alpha r^2)
    L      side of a periodic cube, bohr
    J      interaction of that density with itself, hartree;
           the exchange energy of one electron is -J/2
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.special import erf, erfc

NODES_R, WEIGHTS_R = np.polynomial.legendre.leggauss(400)
NODES_U, WEIGHTS_U = np.polynomial.legendre.leggauss(200)


def short_range_formula(q, w):
    """Derived transform; expm1 avoids cancellation at small q."""
    q = np.asarray(q, dtype=float)
    safe_q2 = np.where(q > 0, q * q, 1.0)
    finite_q = -4 * np.pi * np.expm1(-safe_q2 / (4 * w * w)) / safe_q2
    return np.where(q > 0, finite_q, np.pi / w**2)


def transform_by_quadrature(q, w):
    """Definition in spherical coordinates: radius and cosine of angle."""
    r_max = 7.0 / w
    r = 0.5 * r_max * (NODES_R + 1)
    weight_r = 0.5 * r_max * WEIGHTS_R
    angular = np.cos(q * np.outer(r, NODES_U)) @ WEIGHTS_U
    return float(np.sum(weight_r * 2 * np.pi * r * erfc(w * r) * angular))


# Transform from its definition, including q = 0.
largest_deviation = 0.0
for w_test in (0.11, 0.4, 1.0):
    for ratio in (0.0, 0.05, 0.5, 1.0, 2.0, 4.0, 9.0):
        numeric = transform_by_quadrature(ratio * w_test, w_test)
        derived = float(short_range_formula(ratio * w_test, w_test))
        largest_deviation = max(largest_deviation, abs(numeric / derived - 1))
assert largest_deviation < 1e-10

# Gaussian cosine integral used in the derivation.
for w_test, q_test in ((0.7, 0.5), (1.0, 3.0)):
    numeric = quad(lambda r: np.cos(q_test * r) * np.exp(-(w_test * r)**2),
                   0, 9 / w_test, epsabs=1e-13)[0]
    derived = np.sqrt(np.pi) / (2 * w_test) * np.exp(-q_test**2 / (4 * w_test**2))
    assert abs(numeric - derived) < 1e-11

# Second moment of the kernel and curvature of the transform at q = 0.
w = 0.11
second_moment = quad(lambda r: 4 * np.pi * r**3 * erfc(w * r), 0, 7 / w)[0]
assert abs(second_moment / (3 * np.pi / (4 * w**4)) - 1) < 1e-9
step = 0.02 * w
curvature = (transform_by_quadrature(step, w)
             - transform_by_quadrature(0.0, w)) / step**2
# The next term of the series changes this quotient by about 3e-5.
assert abs(curvature / (-np.pi / (8 * w**4)) - 1) < 1e-4

# Long-range complement with damping exp(-mu r), extrapolated to mu = 0.
r_grid = np.linspace(0, 2000, 400001)


def damped_long_range(mu):
    integrand = np.sin(r_grid) * erf(r_grid) * np.exp(-mu * r_grid)
    return 4 * np.pi * simpson(integrand, x=r_grid)   # q = w = 1


long_range_numeric = 2 * damped_long_range(0.02) - damped_long_range(0.04)
long_range_derived = 4 * np.pi * np.exp(-0.25)
# Linear extrapolation leaves a remainder of order mu^2, about 1e-3.
assert abs(long_range_numeric / long_range_derived - 1) < 5e-3

# Isolated Gaussian density: closed form against real-space quadrature.
alpha = 0.5
A = 1 / (2 * alpha)
B = A + 1 / (4 * w * w)
J_bare = 1 / np.sqrt(np.pi * A)
J_short = J_bare - 1 / np.sqrt(np.pi * B)


def pair_distance_density(r):
    return (alpha / (2 * np.pi))**1.5 * np.exp(-alpha * r * r / 2)


J_short_numeric = quad(lambda r: 4 * np.pi * r * pair_distance_density(r)
                       * erfc(w * r), 0, 16, epsabs=1e-13)[0]
J_bare_numeric = quad(lambda r: 4 * np.pi * r * pair_distance_density(r),
                      0, 16, epsabs=1e-13)[0]
assert abs(J_short_numeric - J_short) < 1e-11
assert abs(J_bare_numeric - J_bare) < 1e-11


def squared_lattice_lengths(n_max, spacing):
    n2 = (spacing * np.arange(-n_max, n_max + 1))**2
    total = n2[:, None, None] + n2[None, :, None] + n2[None, None, :]
    return total[total > 0]


def periodic_sums(L):
    """Short-range sum with G = 0, and bare sum with G = 0 dropped."""
    spacing = 2 * np.pi / L
    G2 = squared_lattice_lengths(int(np.ceil(6.5 / spacing)), spacing)
    density_squared = np.exp(-A * G2)
    short = np.sum(short_range_formula(np.sqrt(G2), w) * density_squared)
    bare = np.sum(4 * np.pi / G2 * density_squared)
    return (short + np.pi / w**2) / L**3, bare / L**3


def image_sum(L):
    """Real-space interaction with all periodic copies."""
    R = np.sqrt(squared_lattice_lengths(8, L))
    return np.sum((erfc(R / (2 * np.sqrt(B))) - erfc(R / (2 * np.sqrt(A)))) / R)


box_rows = []
for L in (10.0, 20.0, 30.0, 40.0):
    J_with_zero, J_bare_dropped = periodic_sums(L)
    images = image_sum(L)
    assert abs(J_with_zero - J_short - images) < 1e-10
    zero_term = np.pi / (w**2 * L**3)
    box_rows.append((L, J_with_zero, J_with_zero - J_short, zero_term,
                     J_with_zero - zero_term - J_short,
                     J_bare_dropped - J_bare, images))

# Fast convergence with G = 0 kept; slow 1/L error of the bare sum.
assert abs(box_rows[-1][2]) < 1e-8
assert abs(box_rows[-1][4]) > 1e-3
scaled_bare_errors = [row[0] * row[5] for row in box_rows]
# A correction of relative order 1/L^2 remains between the two largest boxes.
assert abs(scaled_bare_errors[-1] / scaled_bare_errors[-2] - 1) < 0.01

hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
F_zero = float(short_range_formula(0.0, w))

print(f"screening parameter w = {w:.2f} 1/bohr")
print(f"screening length 1/w = {1 / w:.4f} bohr")
print(f"F(0) from formula = {F_zero:.6f} hartree bohr^3")
print(f"F(0) by quadrature = {transform_by_quadrature(0.0, w):.6f} hartree bohr^3")
print(f"F(0) converted = {F_zero * hartree_eV * bohr_angstrom**3:.3f} eV angstrom^3")
print(f"largest relative deviation, 21 cases = {largest_deviation:.1e}")
print(f"q^2 coefficient, formula = {-np.pi / (8 * w**4):.3f} hartree bohr^5")
print(f"q^2 coefficient, quadrature = {curvature:.3f} hartree bohr^5")
print("q (1/bohr); F formula, F quadrature, 4pi/q^2 (hartree bohr^3); F/bare")
for q in (0.01, 0.05, 0.11, 0.22, 0.50, 1.00):
    value = float(short_range_formula(q, w))
    bare_value = 4 * np.pi / q**2
    print(f"{q:.2f}  {value:.5f}  {transform_by_quadrature(q, w):.5f}"
          f"  {bare_value:.5f}  {value / bare_value:.6f}")
print("long-range transform at q = w = 1/bohr (hartree bohr^3):")
print(f"  damped numeric {long_range_numeric:.4f}, formula {long_range_derived:.4f}")
print(f"alpha = {alpha:.2f} 1/bohr^2")
print(f"A = {A:.4f} bohr^2, B = {B:.4f} bohr^2")
print(f"isolated J, bare kernel = {J_bare:.8f} hartree")
print(f"isolated J, short-range kernel = {J_short:.8f} hartree")
print(f"isolated J, short-range, quadrature = {J_short_numeric:.8f} hartree")
print(f"isolated short-range exchange -J/2 = {-J_short / 2:.8f} hartree")
print("L (bohr); short-range J_L with G=0, its error, image sum (hartree)")
for row in box_rows:
    print(f"{row[0]:.0f}  {row[1]:.8f}  {row[2]:.3e}  {row[6]:.3e}")
print("L (bohr); G=0 term, short-range error without it, bare error (hartree)")
for row in box_rows:
    print(f"{row[0]:.0f}  {row[3]:.6f}  {row[4]:.6f}  {row[5]:.6f}")
print("L (bohr); L times bare error (hartree bohr)")
for row, scaled in zip(box_rows, scaled_bare_errors):
    print(f"{row[0]:.0f}  {scaled:.4f}")
print("checks complete")
```

Printed output:

```
screening parameter w = 0.11 1/bohr
screening length 1/w = 9.0909 bohr
F(0) from formula = 259.635756 hartree bohr^3
F(0) by quadrature = 259.635756 hartree bohr^3
F(0) converted = 1046.932 eV angstrom^3
largest relative deviation, 21 cases = 2.6e-14
q^2 coefficient, formula = -2682.188 hartree bohr^5
q^2 coefficient, quadrature = -2682.098 hartree bohr^5
q (1/bohr); F formula, F quadrature, 4pi/q^2 (hartree bohr^3); F/bare
0.01  259.36772  259.36772  125663.70614  0.002064
0.05  253.04426  253.04426  5026.54825  0.050342
0.11  229.72490  229.72490  1038.54303  0.221199
0.22  164.12110  164.12110  259.63576  0.632121
0.50  49.97840  49.97840  50.26548  0.994289
1.00  12.56637  12.56637  12.56637  1.000000
long-range transform at q = w = 1/bohr (hartree bohr^3):
  damped numeric 9.7974, formula 9.7867
alpha = 0.50 1/bohr^2
A = 1.0000 bohr^2, B = 21.6612 bohr^2
isolated J, bare kernel = 0.56418958 hartree
isolated J, short-range kernel = 0.44296680 hartree
isolated J, short-range, quadrature = 0.44296680 hartree
isolated short-range exchange -J/2 = -0.22148340 hartree
L (bohr); short-range J_L with G=0, its error, image sum (hartree)
10  0.55262505  1.097e-01  1.097e-01
20  0.44368720  7.204e-04  7.204e-04
30  0.44296784  1.033e-06  1.033e-06
40  0.44296680  1.834e-10  1.834e-10
L (bohr); G=0 term, short-range error without it, bare error (hartree)
10  0.259636  -0.149978  -0.271163
20  0.032454  -0.031734  -0.140294
30  0.009616  -0.009615  -0.094111
40  0.004057  -0.004057  -0.070736
L (bohr); L times bare error (hartree bohr)
10  -2.7116
20  -2.8059
30  -2.8233
40  -2.8294
checks complete
```
